\section*{Continuous field-induced polar ordering in Kittel's quartic antiferroelectric model, part 2}

One static field sweep is enough for an antiferroelectric capacitor if its transition from the antipolar to the polar state is continuous, without metastable states. In Kittel's two-sublattice model, treated in mean field with uniform sublattices, the energy density is
\begin{equation}
\begin{split}
f={}&\frac{\alpha}{2}(P_a^2+P_b^2)+\frac{\beta}{4}(P_a^4+P_b^4)\\
&+gP_aP_b-E(P_a+P_b).
\end{split}
\label{eq:f}
\end{equation}
Here $P_a=m+s$ and $P_b=m-s$ are the sublattice polarizations along the field $E$, $P=2m$ is the total, $s$ measures antipolar order, and $u=s^2\ge0$. The coefficients obey $\alpha>0$, $\beta>0$ and $g>\alpha$. In $m$ and $u$ the energy is
\begin{equation}
\begin{split}
F(m,u)={}&(\alpha+g)m^2-(g-\alpha)u\\
&+\frac{\beta}{2}(m^4+6m^2u+u^2)-2Em .
\end{split}
\label{eq:F}
\end{equation}
The first derivation relaxed $s$ at fixed $m$. It found a first-order transition for $g>3\alpha/2$ and, for $\alpha<g\le3\alpha/2$, a continuous one without metastable states, at
\begin{equation}
m_c^2=\frac{g-\alpha}{3\beta},\qquad
E_c=\frac{m_c(2\alpha+4g)}{3}.
\label{eq:carry}
\end{equation}
There $K(m)$ is the field that holds the polarization at $2m$ with $s$ relaxed; its slope is $K'=4g-2\alpha-24\beta m^2$ for $|m|<m_c$.

The second derivation, completed here, fixes $E\ge0$ and relaxes $m$ first. At each $u$, $\partial F/\partial m=0$ has one solution $m(u)\ge0$, a minimum in $m$, with $dm/du=-3\beta m/D$ and
\begin{equation}
D=\alpha+g+3\beta m^2+3\beta u>0 .
\label{eq:D}
\end{equation}
The remaining energy $\phi(u)=F(m(u),u)$ has the derivatives
\begin{equation}
\phi'=\frac{\partial F}{\partial u}=-(g-\alpha)+3\beta m^2+\beta u ,
\label{eq:phi1}
\end{equation}
\begin{equation}
\phi''=\beta+6\beta m\frac{dm}{du}
=\beta-\frac{18\beta^2m^2}{D}.
\label{eq:phi2}
\end{equation}
Equivalently,
\begin{equation}
\phi''=\frac{\beta N}{D},\qquad
N=\alpha+g+3\beta u-15\beta m^2 ,
\label{eq:N}
\end{equation}
\begin{equation}
\frac{dN}{du}=3\beta-30\beta m\frac{dm}{du}
=3\beta+\frac{90\beta^2m^2}{D}>0 .
\label{eq:Nprime}
\end{equation}

The worked case has $\alpha=0.16$ and $g=0.20$ MV/cm per $\mu$C/cm$^2$, and $\beta=0.0005$ MV/cm per ($\mu$C/cm$^2$)$^3$, giving $E_c=1.93$ MV/cm. The energy supplied from zero field to the top field of 3 MV/cm is $W=23.8$ J/cm$^3$.

\subsection{One minimum at each field}

Start with the polar state $u=0$, and call its polarization variable $m_0(E)$. It obeys $(\alpha+g)m_0+\beta m_0^3=E$, rises with $E$, and equals $m_c$ at $E_c$. Equation~\eqref{eq:phi1} gives
\begin{equation}
\phi'(0)=3\beta(m_0^2-m_c^2).
\label{eq:phi0}
\end{equation}
This is negative below $E_c$, where the polar state is unstable to antipolar order, and positive above.

A positive $\phi'(0)$ does not by itself exclude another minimum at finite $u$. To settle this, consider any $u>0$ at which $\phi'=0$. There
\begin{equation}
\beta u=g-\alpha-3\beta m^2>0,
\qquad \beta m^2<\frac{g-\alpha}{3}.
\label{eq:zero}
\end{equation}
Insert the first relation in $N$ and then use the inequality:
\begin{equation}
\begin{split}
N&=\alpha+g+3(g-\alpha)-24\beta m^2\\
&=4g-2\alpha-24\beta m^2>6\alpha-4g .
\end{split}
\label{eq:Nzero}
\end{equation}
For $g\le3\alpha/2$ it follows that $N>0$ and $\phi''>0$. So $\phi'$ passes upward through zero at each positive zero. Two upward crossings would need a downward one between them, which is excluded. There is at most one positive zero, and $\phi'$ must be negative between $u=0$ and that zero. Three cases remain.

Below $E_c$, $\phi'(0)<0$. At large $u$, Eq.~\eqref{eq:phi1} gives $\phi'\ge\beta u-(g-\alpha)$, which is positive. There is therefore one positive zero, and it is the minimum: an antipolar state.

At $E_c$, $\phi'(0)=0$. Since $15\beta m_c^2=5(g-\alpha)$,
\begin{equation}
N(0)=\alpha+g-5(g-\alpha)=6\alpha-4g\ge0 .
\label{eq:N0}
\end{equation}
By Eq.~\eqref{eq:Nprime}, $N>0$ for all $u>0$. Hence $\phi'>0$ for $u>0$, and the minimum is at $u=0$.

Above $E_c$, $\phi'(0)>0$. A positive zero would require $\phi'<0$ before it, hence a downward crossing first, which is excluded. The minimum is again at $u=0$.

It remains to show that $u$ goes to zero as $E$ approaches $E_c$ from below. Equation~\eqref{eq:zero} bounds the minimizing $u$ by $(g-\alpha)/\beta$. Because $\phi'$ is continuous in $u$ and $E$, any limiting value of $u$ must satisfy $\phi'=0$ at $E_c$. The case just treated leaves $u=0$. Below $E_c$ the positive zero moves continuously with the field because $\phi''>0$ there. This proves the result a second time. Metastable states are excluded too: a local minimum of the full energy must have $m=m(u)$, and its $u$ must then be a local minimum of $\phi$.

For $g>3\alpha/2$, Eq.~\eqref{eq:N0} is negative. At $E_c$ the function $\phi$ then falls as $u$ leaves zero, and its lowest minimum lies at finite $u$. That state is still the lower one just above $E_c$, where $\phi'(0)>0$. At high field the polar state wins: Eq.~\eqref{eq:phi1} is positive for $u>(g-\alpha)/\beta$ at any $m$, and for smaller $u$ once $m$ is large. While an antipolar minimum exists at a field above $E_c$, $\phi'$ is positive from $u=0$ up to a first zero, which is a maximum of $\phi$. The antipolar minimum lies beyond this barrier, at finite $u$. The order must therefore jump to zero.

\subsection{The approach to the transition}

Let $\delta=E_c-E$ be small and positive. At $u=0$, $m=m_c$, Eq.~\eqref{eq:D} gives
\begin{equation}
D=\alpha+g+(g-\alpha)=2g ,
\end{equation}
so $m_0\simeq m_c-\delta/(2g)$. To leading order, Eqs.~\eqref{eq:phi0} and~\eqref{eq:N} become
\begin{equation}
\phi'(0)\simeq-\frac{3\beta m_c\delta}{g},\qquad
\phi''(0)\simeq\frac{\beta(3\alpha-2g)}{g}.
\label{eq:landau}
\end{equation}
Setting $\phi'(0)+\phi''(0)u=0$ gives, for $g<3\alpha/2$,
\begin{equation}
s^2\simeq\frac{3m_c\,\delta}{3\alpha-2g}.
\label{eq:half}
\end{equation}
Thus $s$ vanishes as the square root of the distance in field.

At $g=3\alpha/2$ the linear term is absent and the next one is needed. There $D=3\alpha$ and $\beta m_c^2=\alpha/6$. Equation~\eqref{eq:Nprime} gives $dN/du=3\beta+5\beta=8\beta$. As $N(0)=0$, the derivative of $D$ does not enter, and $\phi'''(0)=8\beta^2/(3\alpha)$. The condition $\phi'(0)+\phi'''(0)u^2/2=0$, with $\phi'(0)=-2\beta m_c\delta/\alpha$, becomes
\begin{equation}
s^4=\frac{2\beta m_c\delta}{\alpha}\,
\frac{3\alpha}{4\beta^2}
=\frac{3m_c\delta}{2\beta}.
\label{eq:quarter}
\end{equation}
Now $s$ vanishes as the fourth root. This is the tricritical point, where the continuous transition is about to become first order. With $\alpha=\beta=1$, minimized states at $\delta=10^{-4}$ and $10^{-5}$ gave exponents of 0.500 for $g=1.25$ and 0.250 for $g=1.50$.

Equation~\eqref{eq:landau} also shows where mean-field theory becomes unreliable in a small grain. The antipolar state lies below the polar one by
\begin{equation}
\begin{split}
\Delta f&\simeq\frac{[\phi'(0)]^2}{2\phi''(0)}
=\frac{9\beta m_c^2\delta^2}{2g(3\alpha-2g)}\\
&=\frac{3(g-\alpha)\delta^2}{2g(3\alpha-2g)} .
\end{split}
\label{eq:gain}
\end{equation}
When $\Delta f$ times the grain volume is comparable with $k_BT$, thermal motion blurs the distinction. For the parameters of the worked case, $\alpha=0.16$ and $g=0.20$ MV/cm per $\mu$C/cm$^2$, a cube of edge 10 nm at 300 K reaches this point at $\delta=0.033$ MV/cm by this leading-order formula, or 0.035 MV/cm with the exact energy difference. This distance sets the scale of the rounding. The full change of slope near 1.93 MV/cm is spread over a few times this distance, or several percent of the field. The peak slope is also cut, from 12.5 to about 10.5 $\mu$C/cm$^2$ per MV/cm. The estimate treats the grain as one uniform unit; if smaller regions fluctuate independently, the rounding is wider.

\subsection{Strain and temperature}

A film that can relax its thickness lowers its energy by straining, and this changes the quartic terms. Let $\eta$ be the strain, $c$ the stiffness and $Q$ the electrostriction coefficient, defined by $\eta=QP^2$ in the polar state. There $P_a^2+P_b^2=P^2/2$. If the strain couples equally to both sublattices, the added energy is
\begin{equation}
\frac{c}{2}\eta^2-2cQ\eta(P_a^2+P_b^2).
\end{equation}
Its minimum is at $\eta=2Q(P_a^2+P_b^2)$ and equals $-(\lambda/4)(P_a^2+P_b^2)^2$ with $\lambda=8cQ^2$. Since $P_a^2+P_b^2=2(m^2+u)$, this is $-\lambda(m^2+u)^2$. The quartic part of Eq.~\eqref{eq:F} becomes
\begin{equation}
\begin{split}
&\frac{a}{2}(m^4+u^2)+bm^2u,\\
&a=\beta-2\lambda,\qquad b=3\beta-2\lambda .
\end{split}
\end{equation}
Repeating the steps to Eq.~\eqref{eq:phi2}, with $a>0$, gives $\phi''(0)=a-2b^2m^2/(\alpha+g+3am^2)$. Order now sets in at $m^2=(g-\alpha)/b$. Setting $\phi''(0)=0$ there, multiplying by the denominator and dividing by $a(g-\alpha)$ yields, with $x=b/a$,
\begin{equation}
\frac{g+\alpha}{g-\alpha}+\frac{3}{x}-2x=0 .
\end{equation}
For the worked case the first term is 9, so $2x^2-9x-3=0$ and $x=4.81$. From the definitions of $a$ and $b$,
\begin{equation}
\frac{\lambda}{\beta}=\frac{x-3}{2(x-1)}=0.238 .
\end{equation}
Beyond this value strain makes the transition first order. Rough inputs $Q=0.05$ m$^4$/C$^2$ and $c=200$ GPa give $\lambda/\beta=0.080$, about a third of the limit.

Suppose that temperature enters only through $\alpha$, with $g$ and $\beta$ held fixed. On the branch $s=0$ at small $m$, $dE/dP=(\alpha+g)/2$. At small field this branch is stable only for $\alpha>g$, so the law below is an extrapolation from high temperature; with the inputs used here its Curie--Weiss temperature is about $-1290$ K. If this follows a Curie--Weiss law with Curie constant $C$, then $d\alpha/dT=2/(\varepsilon_0C)$. For a rough $C=10^5$ K and the given parameters at 300 K, $\alpha$ falls to $2g/3$ at 182 K and rises to $g$ at 477 K. Between these temperatures the model transition is continuous if strain is neglected; the strain term estimated above raises the lower limit to about 220 K. The distance of each limit from 300 K is proportional to $C$, so a rough $C$ gives only rough limits. At 400 K the model's transition field has fallen from 1.93 to 1.32 MV/cm. This trend should not be carried over to zirconia-rich films, where heating usually favours the nonpolar phase and raises the field needed to induce the polar one.

\subsection{The numbers beside a real film}

The field and polarization scales were chosen to resemble a zirconia-rich hafnia film about 10 nm thick, for which switching fields of a few MV/cm and polarizations of order 10 $\mu$C/cm$^2$ are rough typical values. The model's low-field relative permittivity, 48, is of the right order but somewhat high. Its coupling ratio of 1.25 is a choice, not a fit: such films can show double hysteresis loops, which the continuous case cannot produce in the static limit. First-order switching, domains and slow kinetics are possible reasons, and the model does not decide between them. In zirconia the double loops are usually attributed to a field-induced structural change from a nonpolar tetragonal phase to a polar orthorhombic one. The two-sublattice energy then illustrates the scales involved and is not the microscopic mechanism. Real capacitors also break the assumption that all the voltage falls across the active film. An interface layer 0.5 nm thick with relative permittivity 30 adds 0.20 V to the 1.93 V needed at the transition, about 10\%. The top field of 3 MV/cm is 0.75 of a rough breakdown field of 4 MV/cm, which leaves little margin for long life. If the interface layer stays linear and holds no trapped charge, it carries a higher field, 5.9 MV/cm, at this top field. The film's breakdown limit cannot be applied directly to so thin a layer, across which only about 0.3 V falls. Leakage and breakdown there need a separate check. The vacuum field energy left out of $W$ is 0.40 J/cm$^3$, against 23.8 J/cm$^3$.

\subsection{What each derivation assumes}

Both derivations use the same uniform mean-field energy, and both need $\beta>0$. They differ in which variable must be easy to eliminate. The first needs a unique antipolar order at each polarization. This holds because the energy is a quadratic function of $s^2$ with positive leading coefficient. It does not require the energy to be convex in $m$, and it yields the whole charging curve and the stored energy. The second needs a unique polarization at each order and field, which follows from $\alpha+g>0$ and $\beta>0$. It yields the Landau coefficients and shows the cause of a first-order transition: softening by the polarization.

The common threshold has a simple origin. At an antipolar stationary point, Eq.~\eqref{eq:Nzero} shows that $N$ equals $K'$, the slope of the field curve in the first derivation. Therefore
\begin{equation}
D\,\phi''=\beta K' .
\end{equation}
Both sides are half the determinant of the second derivatives of $F$ in $m$ and $u$. The left side relaxes $m$ first, the right side $u$ first. As $D$ and $\beta$ are positive, the two tests of stability must agree.

The derivations also differ in what a partial calculation would prove. The sign of $\phi''(0)$ at $E_c$ is local information: it shows whether small order is stable, but not whether a distant minimum has already taken over. Here Eq.~\eqref{eq:Nzero} closes that gap for every $u>0$. If sixth-order terms or other couplings are added, that step must be repeated, or the minima must be searched numerically. In the first derivation the corresponding task is to check that $K$ rises over the whole range of $m$, and not just near $m_c$.

For the decision about field sweeps, the condition $\alpha<g\le3\alpha/2$ justifies a single static sweep when the energy has the form of Eq.~\eqref{eq:f} and the sublattices stay uniform. It does not bound losses from leakage, domain motion or a finite switching rate. The computed values behind the worked case are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
alpha = 0.16, g = 0.20 MV/cm per uC/cm2; g/alpha = 1.25
beta = 0.0005 MV/cm per (uC/cm2)^3
g/alpha = 1.10: most coexisting minima = 1
g/alpha = 1.25: most coexisting minima = 1
g/alpha = 1.45: most coexisting minima = 1
g/alpha = 1.50: most coexisting minima = 1
g/alpha = 1.60: most coexisting minima = 2
g/alpha = 2.00: most coexisting minima = 2
order exponent at g/alpha 1.25: 0.500
order exponent at g/alpha 1.50: 0.250
zero-field order s0 = 8.94 uC/cm2
m at transition = 5.16 uC/cm2
P at transition = 10.33 uC/cm2
critical field, formula = 1.9279 MV/cm
critical field, minimization = 1.9279 MV/cm
E = 0.0 MV/cm: P = 0.00, s = 8.94 uC/cm2
E = 1.0 MV/cm: P = 4.34, s = 8.12 uC/cm2
E = 1.8 MV/cm: P = 9.04, s = 4.33 uC/cm2
E = 1.9 MV/cm: P = 10.00, s = 2.24 uC/cm2
E = 2.0 MV/cm: P = 10.69, s = 0.00 uC/cm2
E = 3.0 MV/cm: P = 15.40, s = 0.00 uC/cm2
dP/dE at zero field = 4.17 uC/cm2 per MV/cm; eps_r = 48
dP/dE just below Ec = 12.49 uC/cm2 per MV/cm; eps_r = 142
dP/dE just above Ec = 5.00 uC/cm2 per MV/cm; eps_r = 57
stored energy to 3.0 MV/cm: integral = 23.820 J/cm3
stored energy, formula = 23.820 J/cm3
critical field = 0.01928 V/angstrom
P at transition = 0.00645 e/angstrom^2
stored energy = 1.487e-04 eV/angstrom^3
contrast g = 0.32 MV/cm per uC/cm2; g/alpha = 2.00
contrast: antipolar state lost at 5.724 MV/cm (sweep 5.724)
contrast: polar state lost at 5.508 MV/cm (sweep 5.508)
contrast: loss per one-sided loop = 1.09 J/cm3
rough Curie constant = 1e+05 K; reference T = 300 K
first order below T = 182 K; no antipolar order above 477 K
critical field at 400 K = 1.32 MV/cm
rough breakdown field = 4.0 MV/cm; used/breakdown = 0.75
film 10 nm; interface layer 0.5 nm, eps_r 30
voltage at Ec: film 1.93 V, layer adds 0.20 V
vacuum field energy at top field = 0.40 J/cm3
thermal rounding, (10 nm)^3 grain = 0.033 MV/cm
rough electrostriction 0.05 m4/C2, stiffness 200 GPa
strain term/beta = 0.080; first order beyond 0.238
rough tunnel barrier 2.0 eV, mass ratio 0.2
tunnel current at top field = 1.1e-05 A/cm2
tunnel loss in 1 ms hold = 3.2e-02 J/cm3
\end{verbatim}
